# Exchange in the Airy gas compared with LDA and PBE

## Problem

Near a metal surface the effective potential rises from the bulk into vacuum. Replace it by a straight ramp, $v(z)=Fz$ with $F>0$, uniform in the $xy$ plane. Fill it with non-interacting, spin-paired electrons up to chemical potential zero, so that $z=0$ is the classical edge. A hard wall deep in the metal is moved to $z\to-\infty$. Hartree atomic units are used except where eV and nm appear.

1. Find the density $n(z)$ in closed form.
2. Express the exact exchange energy per electron, $\epsilon_x(z)$, as an integral that can be evaluated numerically, and find its limit far outside the edge.
3. Compare $\epsilon_x$ with LDA and PBE as a function of the reduced gradient
$$s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .$$
4. Evaluate the edge for $F=10$ eV/nm, an occupied bandwidth of 3 eV and a work function of 3 eV.

An exchange energy density is not unique: adding a divergence whose flux vanishes at the boundary leaves the total energy unchanged. Here $\epsilon_x$ means half the Coulomb interaction of an electron with its own exchange hole; the half avoids counting each pair twice.

## Hints

- Choose a length $l$ that removes $F$ from the Schrödinger equation.
- At each energy of motion along $z$, the occupied in-plane states fill a disk.
- Use $\mathrm{Ai}''(t)=t\,\mathrm{Ai}(t)$ to find the integrals of $\mathrm{Ai}^2$ and $t\,\mathrm{Ai}^2$.
- For the distant hole, integrate over the plane first, with Parseval's theorem.

## Solution

### Orbitals and density

Set $l=(2F)^{-1/3}$ and $\zeta=z/l$. Since $2Fl^3=1$, the energy unit is $Fl=1/(2l^2)$. Dividing $-\tfrac12\varphi''+Fz\varphi=E\varphi$ by it, with $e=E/(Fl)$, gives
$$-\frac{d^2\varphi}{d\zeta^2}+\zeta\varphi=e\varphi,\qquad \varphi_e=l^{-1/2}\mathrm{Ai}(\zeta-e).$$
The other Airy solution grows in vacuum. For the normalisation, insert $\mathrm{Ai}(x)=\frac1{2\pi}\int e^{i(t^3/3+xt)}dt$ twice. The $\zeta$ integral sets $t'=-t$, the cubic phases cancel, and $\int\mathrm{Ai}(\zeta-e)\mathrm{Ai}(\zeta-e')d\zeta=\delta(e-e')$. As the wall recedes, the sum over levels becomes an integral over $e$ with this normalisation.

Write $\varepsilon=-e>0$. In-plane states are occupied if $k^2/2\le\varepsilon/(2l^2)$, a disk of radius $\sqrt\varepsilon/l$ holding $\varepsilon/(4\pi l^2)$ states per area and spin. With two spins,
$$n=\frac1{2\pi l^3}\int_0^\infty\varepsilon\,\mathrm{Ai}^2(\zeta+\varepsilon)\,d\varepsilon .$$

Differentiation with $\mathrm{Ai}''=t\mathrm{Ai}$ confirms
$$\frac{d}{dt}\left(t\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2,\qquad
\frac{d}{dt}\,\frac{\mathrm{Ai}\mathrm{Ai}'-t\mathrm{Ai}'^2+t^2\mathrm{Ai}^2}{3}=t\mathrm{Ai}^2 .$$
Hence, with functions on the right taken at $\zeta$,
$$I_0=\int_\zeta^\infty\mathrm{Ai}^2dt=\mathrm{Ai}'^2-\zeta\mathrm{Ai}^2,$$
$$I_1=\int_\zeta^\infty t\mathrm{Ai}^2dt=-\tfrac13(\mathrm{Ai}\mathrm{Ai}'-\zeta\mathrm{Ai}'^2+\zeta^2\mathrm{Ai}^2).$$
Substituting $t=\zeta+\varepsilon$ turns the density integral into $I_1-\zeta I_0$. Collecting terms,
$$n=\frac{1}{3\pi l^3}\left[\zeta^2\mathrm{Ai}^2-\zeta\mathrm{Ai}'^2-\tfrac12\mathrm{Ai}\mathrm{Ai}'\right].$$
Since $I_1'=-\zeta\mathrm{Ai}^2=\zeta I_0'$, the slope is $dn/d\zeta=-I_0/(2\pi l^3)$. It is negative, so the density falls steadily outward.

Both $|\nabla n|$ and $n^{4/3}$ scale as $l^{-4}$, so $s$ depends on $\zeta$ alone. Deep inside, the oscillating Airy forms give $I_0\to\sqrt{|\zeta|}/\pi$. Integrating the slope then gives $n\to|\zeta|^{3/2}/(3\pi^2l^3)$, the local uniform-gas density, and
$$s\to\frac{3}{4|\zeta|^{3/2}} .$$
Evaluated on a fine grid from $\zeta=-12$ to $8$, $s$ rises at every step, so on this range $s$ can replace $\zeta$ as the label of position.

### Density matrix and exchange

The Fourier integral over a disk of radius $K$ is
$$\int_{k<K}\frac{d^2k}{(2\pi)^2}e^{i\mathbf k\cdot\boldsymbol\rho}=\frac1{2\pi}\int_0^K kJ_0(k\rho)dk=\frac{KJ_1(K\rho)}{2\pi\rho}.$$
Put $l=1$, multiply by two for spin and substitute $\varepsilon=k^2$:
$$\gamma(\zeta,\zeta',\rho)=\frac2\pi\int_0^\infty k^2\,\mathrm{Ai}(\zeta+k^2)\,\mathrm{Ai}(\zeta'+k^2)\,\frac{J_1(k\rho)}{\rho}\,dk .$$

Each spin contributes $-\frac12\iint|\gamma_\sigma|^2/|\mathbf r-\mathbf r'|$ to the exchange energy, with $\gamma_\sigma=\gamma/2$. The two spins together give a factor $-\frac14$, so
$$\epsilon_x(\zeta)=-\frac1{4n}\int d\zeta'\int_0^\infty2\pi\rho\,d\rho\,\frac{\gamma^2}{\sqrt{\rho^2+(\zeta-\zeta')^2}} .$$
Restoring $l$, $\gamma^2$ contributes $l^{-6}$, the volume element $l^3$, the Coulomb factor $l^{-1}$ and $1/n$ a factor $l^3$. Thus $\epsilon_x\propto1/l$. The LDA value $\epsilon_x^{\rm LDA}=-\frac34(3n/\pi)^{1/3}$ scales in the same way, so
$$F_x=\epsilon_x/\epsilon_x^{\rm LDA}$$
is one curve in $s$ for every slope $F$. This universality belongs to the Airy gas, not to surfaces in general.

Because $\gamma_\sigma$ is a projector, $\int\gamma_\sigma^2d\mathbf r'=n/2$. Therefore $\int\gamma^2d\mathbf r'=2n$, and the hole $h=\gamma^2/(2n)$ contains one electron.

### The distant part of the hole

The hole reaches far into the metal, so a cut-off integral needs a tail. Define
$$G(w)=\int_w^\infty\mathrm{Ai}(\zeta+\varepsilon)\mathrm{Ai}(\zeta'+\varepsilon)\,d\varepsilon .$$
Interchanging the integrals over $\varepsilon$ and the disk shows that $2G(k^2)$ is the in-plane Fourier transform of $\gamma$. Parseval's theorem gives
$$\int d^2\rho\,\gamma^2=4\int\frac{d^2k}{(2\pi)^2}G^2(k^2)=\frac1\pi\int_0^\infty G^2(w)\,dw .$$

With $a=\zeta+\varepsilon$ and $b=\zeta'+\varepsilon$, the derivative of $\mathrm{Ai}(a)\mathrm{Ai}'(b)-\mathrm{Ai}'(a)\mathrm{Ai}(b)$ with respect to $\varepsilon$ is $(b-a)\mathrm{Ai}(a)\mathrm{Ai}(b)$. Integrating from $w$ to infinity,
$$G(w)=\left.\frac{\mathrm{Ai}(a)\mathrm{Ai}'(b)-\mathrm{Ai}'(a)\mathrm{Ai}(b)}{\zeta-\zeta'}\right|_{\varepsilon=w}.$$

Deep inside set $y=-(\zeta'+w)$. Averaged over the rapid phase, $\mathrm{Ai}^2(b)\to1/(2\pi\sqrt y)$, $\mathrm{Ai}'^2(b)\to\sqrt y/(2\pi)$ and the cross term vanishes. Then
$$\int d^2\rho\,\gamma^2\simeq\frac{1}{2\pi^2(\zeta-\zeta')^2}\int_0^\infty\!dw\left[\sqrt y\,\mathrm{Ai}^2(\zeta+w)+\frac{\mathrm{Ai}'^2(\zeta+w)}{\sqrt y}\right].$$
This falls as $|\zeta'|^{-3/2}$. In the numerical evaluation it replaces the full integrand beyond a depth of at least $60\,l$ from the electron, where the lateral distance is neglected in the Coulomb factor. The largest departure of the hole charge from one, over the tabulated points, is 0.001 %.

### Far outside the edge

For $\zeta\gg1$, use $\mathrm{Ai}(\zeta+w)\simeq\mathrm{Ai}(\zeta)e^{-\sqrt\zeta w}$ and $\mathrm{Ai}'\simeq-\sqrt\zeta\,\mathrm{Ai}$. The density integral becomes
$$n\simeq\frac{\mathrm{Ai}^2(\zeta)}{2\pi}\int_0^\infty\varepsilon e^{-2\sqrt\zeta\varepsilon}d\varepsilon=\frac{\mathrm{Ai}^2(\zeta)}{8\pi\zeta}.$$

Write $\zeta'=-x\zeta$, so that $y\simeq x\zeta$ and $\zeta-\zeta'=\zeta(1+x)$. The $w$ integral contributes $1/(2\sqrt\zeta)$, and
$$\int d^2\rho\,\gamma^2\simeq\frac{\mathrm{Ai}^2(\zeta)}{4\pi^2\zeta^2(1+x)^2}\left(\sqrt x+\frac1{\sqrt x}\right)=\frac{\mathrm{Ai}^2(\zeta)}{4\pi^2\zeta^2\sqrt x(1+x)} .$$
Division by $2n$ gives the planar hole $1/[\pi\zeta\sqrt x(1+x)]$. With $d\zeta'\to\zeta\,dx$ and $x=\tan^2\theta$, its charge is $\frac1\pi\int_0^{\pi/2}2\,d\theta=1$. All of the hole is left behind in the metal at leading order.

Its lateral spread is small. Here $G(k^2)$ is a sum of terms $\exp[-(\sqrt\zeta\pm i\sqrt{x\zeta})k^2]$, whose transforms have $\rho^2\sim\sqrt\zeta(1+x)$, against a squared separation $\zeta^2(1+x)^2$. The ratio falls as $\zeta^{-3/2}$, so the Coulomb distance is $\zeta(1+x)$ at leading order:
$$\epsilon_x\to-\frac1{2\pi\zeta}\int_0^\infty\frac{dx}{\sqrt x(1+x)^2}=-\frac1{2\pi\zeta}\int_0^{\pi/2}2\cos^2\theta\,d\theta=-\frac1{4\zeta}.$$
In ordinary length this is $-1/(4z)$. Numerically, $-4\zeta l\epsilon_x$ is 0.877 at $\zeta=6$ and 0.950 at $\zeta=12$. The deviation falls by a factor of about 2.5; a pure $\zeta^{-3/2}$ correction would give 2.8.

### Comparison with LDA and PBE

LDA has $F_x=1$. PBE uses
$$F_x^{\rm PBE}=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad \kappa=0.804,\quad\mu=0.2195 .$$

| $s$ | $\zeta$ | exact $F_x$ | PBE $F_x$ |
|---:|---:|---:|---:|
| 0.05 | −6.05 | 1.000 | 1.001 |
| 0.3 | −1.95 | 0.991 | 1.019 |
| 1 | −0.73 | 1.043 | 1.172 |
| 2 | −0.04 | 1.212 | 1.420 |
| 4 | 0.61 | 1.572 | 1.654 |
| 6 | 0.97 | 1.914 | 1.730 |
| 10 | 1.41 | 2.544 | 1.776 |

At small $s$ the exact ratio approaches the uniform-gas value: at $s=0.05$ and $0.1$ it is within 0.1 % of one. Between $s=0.3$ and $0.5$ it lies about 1 % below one, and it is above one again by $s=1$. PBE rises from the start. At $s=1$ the LDA magnitude is about 4 % below the exact one and the PBE magnitude about 12 % above it.

The exact curve crosses PBE near $s=4.7$. Beyond this PBE saturates towards 1.804, whereas the exact ratio keeps growing: $n^{1/3}$ decays exponentially in $\zeta^{3/2}$, but $\epsilon_x$ only as $1/\zeta$.

These are differences between energy densities. PBE is built for the integrated energy, and its integrand need not match the hole definition point by point. The table therefore does not give the error of a PBE surface energy.

A separate calculation with discrete orbitals on a grid, a wall near $\zeta=-200$ and the Coulomb interaction in momentum space agrees at $\zeta=0$ and $\zeta=-2.2$ to 0.02 % in density and 0.23 % in exchange.

### Numbers for a surface

For $F=10$ eV/nm the length is $l=0.1562$ nm and the energy unit is $10\times0.1562=1.562$ eV. At the edge $\mathrm{Ai}(0)\mathrm{Ai}'(0)=-1/(2\pi\sqrt3)$, so
$$n(0)=\frac1{12\sqrt3\,\pi^2l^3}=1.28\ \mathrm{nm}^{-3},\qquad s=2.08 .$$
The LDA exchange per electron is $-1.155$ eV. Multiplication by the exact ratio 1.227 gives $-1.42$ eV, and by the PBE factor 1.436 gives $-1.66$ eV. Relative to the exact magnitude, LDA is 18 % too small and PBE 17 % too large.

The two 3 eV energies are round values, roughly those of a sodium surface; the slope is a model choice that spreads the 6 eV step over 0.6 nm. A real potential levels off on both sides, here at $z=\pm0.30$ nm. With slope and chemical potential held fixed, flattening the ramp there raises the edge density by 4 % and changes the exact exchange to $-1.52$ eV, 7 % larger in magnitude. The reduced gradient $s$ hardly moves, from 2.08 to 2.07, yet $F_x$ rises from 1.227 to 1.296. Thus $s$ alone does not fix the exact ratio once the potential is no longer a pure ramp.

The ramp ends at $\zeta=3/1.562=1.92$, so the far-outside derivation for the endless ramp does not carry over to the vacuum of this surface model. With flat potentials on both sides, $\epsilon_x$ still falls as $1/z$, but its coefficient depends on the ratio of work function to bandwidth. It equals $-1/4$ here only because the two energies are equal. An image potential measured from $z=0$ would be 1.2 eV deep at the ramp top, a large part of the 3 eV barrier. Correlation, estimated by LDA, adds $-0.48$ eV per electron at the edge. Heating to 300 K at fixed potential and chemical potential changes the edge density by 0.19 %. The atomic lattice and self-consistency are left out altogether. The full list of values is in the numerical output.

## Variations

### 1. How fast does the exact ratio grow with $s$?

Far outside, $|dn/d\zeta|\simeq2\sqrt\zeta\,n$. With $l=1$ the definition of $s$ gives
$$n^{-1/3}\simeq\frac{(3\pi^2)^{1/3}s}{\sqrt\zeta}.$$
Insert this in the ratio of $1/(4\zeta)$ to the LDA magnitude:
$$F_x\simeq\frac1{3\zeta}\left(\frac\pi3\right)^{1/3}n^{-1/3}=\frac{\pi s}{3\zeta^{3/2}} .$$
Since $n\propto\exp(-\frac43\zeta^{3/2})$ apart from powers of $\zeta$, $\ln s\simeq\frac49\zeta^{3/2}$. Therefore
$$F_x\simeq\frac{4\pi}{27}\,\frac{s}{\ln s}\qquad(s\to\infty).$$
The omitted powers of $\zeta$ add terms of order $\ln\ln s$ to $\ln s$, so this law is approached slowly and should not be used for the tabulated range.

### 2. What changes if the slope is doubled?

Since $l\propto F^{-1/3}$, the edge density doubles to $2.56\ \mathrm{nm}^{-3}$. The exact exchange per electron scales by $2^{1/3}=1.26$, from $-1.417$ to $-1.78$ eV. The edge values of $s$ and $F_x$ stay the same, and so do the relative differences from LDA and PBE.

The range over which the ramp describes the surface shrinks if work function and bandwidth stay at 3 eV. The energy unit grows by $2^{2/3}$ to 2.48 eV, so the ramp now ends at $\zeta=3/2.48=1.21$ instead of 1.92. In units of $l$, the levelling of the potential has moved closer to the edge. The edge values do not all move further from those of the endless ramp. Flattening at $\zeta=\pm1.21$ raises the edge density by 5 % and lowers $s$ to 1.91, both larger shifts than before. It changes the exact exchange by only 4 %, against 7 % for the smaller slope.

## Computed results

```
edge slope F = 10.0 eV/nm
occupied bandwidth = 3.0 eV; work function = 3.0 eV
edge length l = 0.1562 nm
edge energy F*l = 1.5619 eV
density at edge = 1.2795 nm^-3
reduced gradient at edge s = 2.0846 (no unit)
exact exchange per electron at edge = -1.4165 eV
LDA exchange per electron at edge = -1.1546 eV
PBE exchange per electron at edge = -1.6583 eV
exact F_x at edge = 1.2269 (no unit)
PBE F_x at edge = 1.4363 (no unit)
Table, no units: s, zeta, n*l^3, exact F_x, PBE F_x (LDA F_x = 1)
  0.05   -6.0461  5.0170e-01   1.0000   1.0005
  0.10   -3.8902  2.5947e-01   0.9991   1.0022
  0.20   -2.3909  1.2611e-01   0.9976   1.0087
  0.30   -1.9502  9.1766e-02   0.9914   1.0193
  0.50   -1.4344  5.4755e-02   0.9917   1.0514
  1.00   -0.7298  2.0035e-02   1.0427   1.1724
  1.50   -0.3225  9.5288e-03   1.1228   1.3060
  2.00   -0.0401  5.3193e-03   1.2115   1.4197
  3.00    0.3461  2.1982e-03   1.3936   1.5714
  4.00    0.6113  1.1336e-03   1.5724   1.6542
  5.00    0.8119  6.6721e-04   1.7459   1.7013
  6.00    0.9726  4.2880e-04   1.9142   1.7298
 10.00    1.4081  1.1987e-04   2.5442   1.7756
exact curve crosses PBE near s = 4.65 (interpolated)
-4*zeta*l*eps_x at zeta=6: 0.8767 (no unit)
-4*zeta*l*eps_x at zeta=12: 0.9503 (no unit)
largest hole sum-rule error = 0.0010 %
exchange shift on refinement, s=1 = 0.00067 %
largest slab density difference = 0.021 %
largest slab exchange difference = 0.226 %
ramp flattens at z = -0.30 and 0.30 nm
s at these two planes = 0.309, 18.836
clipped ramp: edge density = 1.3334 nm^-3
clipped ramp: density change = 4.21 %
clipped ramp: s at edge = 2.0730 (no unit)
clipped ramp: exact exchange at edge = -1.5175 eV
clipped ramp: exact F_x = 1.2964
clipped ramp: PBE F_x = 1.4341
thermal energy at 300 K = 0.02585 eV
thermal density change at edge = 0.186 %
image potential depth at ramp top = 1.200 eV
LDA correlation per electron at edge = -0.4807 eV
```
